# Zero-Point Averages of Molecular Properties, Tested on a Morse Dipole, part 1

(Sections cited here and not found follow in the second part.)

## The average over zero-point motion

A molecule in its vibrational ground state does not sit at the bottom of its potential well. Its nuclei are spread over a range of geometries, and a quantity that depends on the geometry, such as the dipole moment, the electronic polarizability or a bond length, is averaged over the spread. A measurement may select another average or contain a further part. The rotational constant of a diatomic molecule averages $r^{-2}$ rather than the bond length $r$, and a static polarizability also contains the displacement of the nuclei by the field, which is not treated here. An electronic-structure calculation at the equilibrium geometry gives the value of the property at one point. To compare the two, one must know how far the average lies from the equilibrium value.

Two effects separate them. The spread samples the curvature of the property, so that the average differs from the central value even when the distribution is symmetric. The distribution can also be displaced, because the potential is not exactly quadratic. Unless symmetry forbids it, its cubic terms push the mean geometry away from the minimum, and a displaced distribution samples the slope of the property. Both effects turn out to be of the same order in the vibrational amplitude, so neither may be kept without the other.

Let the molecule have one nondegenerate Born–Oppenheimer surface with a single well that matters, and let rotation and vibrational angular momentum be left out. Let $Q_i$ be the mass-weighted normal coordinates, measured from the equilibrium geometry, $\hat p_i=-i\hbar\,\partial/\partial Q_i$ their momenta, and $\omega_i>0$ the harmonic angular frequencies. The Hamiltonian is

$$
H=\frac12\sum_i\left(\hat p_i^2+\omega_i^2Q_i^2\right)
+\frac{\lambda}{6}\sum_{ijk}k_{ijk}Q_iQ_jQ_k
+\frac{\lambda^2}{24}\sum_{ijkl}k_{ijkl}Q_iQ_jQ_kQ_l+\cdots ,
$$

where $k_{ijk}=\partial^3V/\partial Q_i\partial Q_j\partial Q_k$ at equilibrium, and similarly for the quartic constants. The sums run over all index values without restriction, which is why the factors $1/3!$ and $1/4!$ appear. There is no linear term because the expansion point is a minimum. The energy is counted from that minimum.

The number $\lambda$ keeps track of orders and is set to one at the end. Its powers follow from the smallness of the vibrational amplitude. Suppose that the potential changes its character over a distance $L$, while the zero-point amplitude is $\ell$. Each further derivative of $V$ then brings a factor of about $1/L$, and each further coordinate a factor of about $\ell$, so successive terms of the series fall by $\ell/L$. Formally, $V(Q)=\lambda^{-2}W(\lambda Q)$ with a fixed function $W$: the quadratic term is then free of $\lambda$, the cubic term carries $\lambda$ and the quartic term $\lambda^2$. A property that varies over a similar distance is a fixed function of $\lambda Q$,

$$
P=P_e+\lambda\sum_iP_iQ_i+\frac{\lambda^2}{2}\sum_{ij}P_{ij}Q_iQ_j
+\frac{\lambda^3}{6}\sum_{ijk}P_{ijk}Q_iQ_jQ_k+\cdots ,
$$

with $P_i=\partial P/\partial Q_i$ and $P_{ij}=\partial^2P/\partial Q_i\partial Q_j$ at equilibrium. Averaging over the ground state of $H$ gives

$$
\langle P\rangle-P_e=\lambda\sum_iP_i\langle Q_i\rangle
+\frac{\lambda^2}{2}\sum_{ij}P_{ij}\langle Q_iQ_j\rangle
+\frac{\lambda^3}{6}\sum_{ijk}P_{ijk}\langle Q_iQ_jQ_k\rangle+\cdots .
$$

A reflection argument tells which powers of $\lambda$ each average contains. Let $R$ reverse the sign of all the coordinates. The kinetic energy and the terms of even degree in $Q$ are unchanged, while the terms of odd degree change sign. Since the odd terms are those with odd powers of $\lambda$,

$$
R\,H(\lambda)\,R=H(-\lambda).
$$

The ground state is not degenerate, so the ground state of $H(-\lambda)$ is the reflected ground state of $H(\lambda)$, apart from a phase. Because $RQ_iR=-Q_i$, it follows that $\langle Q_i\rangle_{-\lambda}=-\langle Q_i\rangle_{\lambda}$. The perturbation series of $\langle Q_i\rangle$ therefore contains odd powers of $\lambda$, and so does that of $\langle Q_iQ_jQ_k\rangle$. The series of $\langle Q_iQ_j\rangle$ contains even powers.

Counting now shows what is needed. The slope term starts at $\lambda\cdot\lambda=\lambda^2$ and continues at $\lambda^4$. The curvature term starts at $\lambda^2\cdot1$ and also continues at $\lambda^4$. The third-derivative term starts at $\lambda^3\cdot\lambda=\lambda^4$. To order $\lambda^2$ we thus need $\langle Q_i\rangle$ to first order and $\langle Q_iQ_j\rangle$ in the harmonic approximation, and the remainder is of order $\lambda^4$.

The harmonic ground state is a product of Gaussians. For one mode the probability density is proportional to $\exp(-\omega_iQ_i^2/\hbar)$. A Gaussian density of variance $\sigma^2$ has the exponent $-Q^2/(2\sigma^2)$, so $\sigma^2=\hbar/(2\omega_i)$. Two different modes are independent and each has zero mean. Hence

$$
\langle Q_iQ_j\rangle=\frac{\hbar}{2\omega_i}\,\delta_{ij}+O(\lambda^2).
$$

The mixed second derivatives $P_{ij}$ with $i\neq j$ therefore drop out at this order.

The mean displacement follows from a balance of forces. In a bound stationary state $|0\rangle$ of energy $E$, the average of the commutator of $H$ with $\hat p_i$ vanishes, since $\langle0|\hat p_iH-H\hat p_i|0\rangle=(E-E)\langle0|\hat p_i|0\rangle=0$. The kinetic energy commutes with $\hat p_i$, and $[\hat p_i,V]=-i\hbar\,\partial V/\partial Q_i$. Thus the mean force along every normal coordinate is zero:

$$
\left\langle\frac{\partial V}{\partial Q_i}\right\rangle=0 .
$$

In the derivative of the cubic term, $Q_i$ can be taken from any of three equivalent places, which turns $1/6$ into $1/2$. The balance reads

$$
\omega_i^2\langle Q_i\rangle+\frac{\lambda}{2}\sum_{jk}k_{ijk}\langle Q_jQ_k\rangle+O(\lambda^3)=0 .
$$

The quartic term belongs to the remainder: it contributes $\lambda^2$ times an average of three coordinates, which is itself of order $\lambda$. Inserting the harmonic second moments leaves the terms with $j=k$,

$$
\omega_i^2\langle Q_i\rangle=-\frac{\lambda}{2}\sum_jk_{ijj}\frac{\hbar}{2\omega_j}+O(\lambda^3),
$$

and, with $\lambda=1$,

$$
\langle Q_i\rangle=-\frac{\hbar}{4\omega_i^2}\sum_j\frac{k_{ijj}}{\omega_j}.
$$

The sum includes $j=i$. The result has a direct mechanical reading. If the molecule is displaced by a small $Q_i$, the force constant of mode $j$ changes from $\omega_j^2$ to $\omega_j^2+k_{ijj}Q_i$, and, if mode $j$ is not degenerate, its frequency changes at the rate $\partial\omega_j/\partial Q_i=k_{ijj}/(2\omega_j)$. Within a degenerate set the constants $k_{ijk}$ with $j\neq k$ mix the modes and the separate rates differ from this, but their sum, being a trace, is unchanged. The zero-point energy $\frac12\hbar\sum_j\omega_j$ then has the slope $\frac14\hbar\sum_jk_{ijj}/\omega_j$ along $Q_i$. Minus this slope is a force, and dividing the force by the stiffness $\omega_i^2$ gives the displacement just found. The molecule moves towards geometries at which the sum of its frequencies, and with it the zero-point energy, is lower, although individual modes may stiffen.

First-order perturbation theory gives the same result and shows which excited states take part. Write $s_i^2=\hbar/(2\omega_i)$. The state $|1_i\rangle$ with one quantum in mode $i$ is $Q_i|0\rangle/s_i$, where $|0\rangle$ now denotes the harmonic ground state. Since $Q_i|0\rangle=s_i|1_i\rangle$, the coordinate $Q_i$ connects the ground state with this state alone, and

$$
\langle Q_i\rangle=2\,\frac{\langle0|Q_i|1_i\rangle\langle1_i|V_3|0\rangle}{-\hbar\omega_i}
=-\frac{2s_i}{\hbar\omega_i}\langle1_i|V_3|0\rangle ,
$$

with $V_3$ the cubic potential. For $j\neq i$, the product $Q_iQ_j^2$ occurs three times in the unrestricted sum, so its coefficient is $k_{ijj}/2$ and its matrix element is $s_is_j^2$. The term $k_{iii}Q_i^3/6$ has the matrix element $k_{iii}\langle0|Q_i^4|0\rangle/(6s_i)$. A Gaussian has the fourth moment $3s_i^4$, so this equals $k_{iii}s_i^3/2$, the same pattern with $j=i$. All other cubic terms are odd in some mode other than $i$, or even in $i$, and give zero. Hence

$$
\langle1_i|V_3|0\rangle=\frac{s_i}{2}\sum_jk_{ijj}s_j^2,
\qquad
\langle Q_i\rangle=-\frac{s_i^2}{\hbar\omega_i}\sum_jk_{ijj}s_j^2 ,
$$

and $s_i^2=\hbar/(2\omega_i)$, $s_j^2=\hbar/(2\omega_j)$ reproduce the earlier formula. The energy denominator is $\hbar\omega_i$, and no difference such as $\omega_i-2\omega_j$ occurs. A near match between one frequency and twice another, which upsets second-order formulas for excited levels, leaves the leading ground-state displacement regular.

Collecting the two contributions, we obtain the zero-point average of the property,

$$
\langle P\rangle=P_e-\frac{\hbar}{4}\sum_i\frac{P_i}{\omega_i^2}\sum_j\frac{k_{ijj}}{\omega_j}
+\frac{\hbar}{4}\sum_i\frac{P_{ii}}{\omega_i},
$$

with a remainder of order $\lambda^4$. The direction in which a normal coordinate is called positive is arbitrary. Reversing it changes the sign of both $P_i$ and $k_{ijj}$, so their product is unaffected, provided that both derivatives are taken with the same choice.

Cubic constants can also be expressed in dimensionless coordinates $q_i=(\omega_i/\hbar)^{1/2}Q_i$. A derivative with respect to $q_i$ is $(\hbar/\omega_i)^{1/2}$ times the derivative with respect to $Q_i$. The cubic constant, now an energy, is therefore

$$
\phi_{ijj}=k_{ijj}\left(\frac{\hbar}{\omega_i}\right)^{1/2}\frac{\hbar}{\omega_j}.
$$

Solving for $k_{ijj}$ and inserting it in $\langle q_i\rangle=(\omega_i/\hbar)^{1/2}\langle Q_i\rangle$ gives

$$
\langle q_i\rangle=-\left(\frac{\omega_i}{\hbar}\right)^{1/2}\frac{\hbar}{4\omega_i^2}
\sum_j\frac{\phi_{ijj}}{\hbar}\left(\frac{\omega_i}{\hbar}\right)^{1/2}
=-\frac{1}{4\hbar\omega_i}\sum_j\phi_{ijj},
\qquad \langle q_i^2\rangle=\frac12 .
$$

The size of $\langle q_i\rangle$ is a useful warning sign. It should be small compared with the spread $1/\sqrt2$. A small value does not prove that the expansion is sound, since symmetry can make $\langle q_i\rangle$ vanish for a strongly anharmonic mode, such as a torsion with a low barrier. Soft modes endanger this condition, because a small $\omega_i$ makes mode $i$ yield to a given force and a small $\omega_j$ gives mode $j$ a large amplitude. For a nearly free internal rotation, or for two wells joined by tunnelling, an expansion about one minimum is the wrong starting point.

The property at the mean geometry is not the mean property. At the displaced geometry $P=P_e+\sum_iP_i\langle Q_i\rangle$ up to terms of order $\lambda^4$, so the curvature contribution is missing. A bond length shows the difference. Let $r_0$ be the equilibrium length, $u_z$ the relative displacement of the two atoms along the bond and $u_\perp$ that across it. Then

$$
r=\sqrt{(r_0+u_z)^2+u_\perp^2}\approx r_0+u_z+\frac{u_\perp^2}{2r_0},
\qquad
\langle r\rangle\approx r_0+\langle u_z\rangle+\frac{\langle u_\perp^2\rangle}{2r_0}.
$$

The distance between the mean positions contains $\langle u_z\rangle$ but lacks the last term at this order. The mean bond length is longer than the distance between the mean positions, because sideways motion lengthens the bond whichever way it goes.

The formulas were compared with the diagonalization of a model with three coupled modes, in units with $\hbar=1$. The frequencies are $1.0$, $1.4$ and $2.0$, so that one is twice another. All ten distinct cubic constants are nonzero: $k_{111}=-0.9$, $k_{112}=0.4$, $k_{113}=0.7$, $k_{122}=-0.5$, $k_{123}=0.6$, $k_{133}=0.8$, $k_{222}=-1.1$, $k_{223}=0.3$, $k_{233}=-0.6$, $k_{333}=-1.5$. The quartic constants are $k_{iiii}=2$ and zero otherwise. The property has $P_i=(0.7,-0.4,0.9)$, $P_{ii}=(0.5,-0.8,0.6)$, $P_{12}=0.3$, $P_{13}=-0.2$, $P_{23}=0.4$, $P_{iii}=(0.5,0.7,-0.3)$, and no other derivatives. The predicted displacements divided by $\lambda$ are $0.214286$, $0.087464$ and $-0.010268$; diagonalization at $\lambda=0.02$ gives $0.214242$, $0.087460$ and $-0.010268$. The predicted property shift divided by $\lambda^2$ is $0.162916$, against $0.162877$ at $\lambda=0.04$ and $0.162907$ at $\lambda=0.02$. Halving $\lambda$ reduces the difference by a factor of $4.005$. After the division by $\lambda^2$, a remainder of order $\lambda^4$ should fall by four, as it does. The 2:1 frequency ratio causes no trouble, and the largest mean force at $\lambda=0.04$ is $4\times10^{-15}$, which is zero to rounding.

We now have the leading zero-point shift of a property, made up of a slope part from the cubic constants and a curvature part from the harmonic spread, and diagonalization of a three-mode model confirms it. What remains is to test the formula on a Morse oscillator with a nonlinear dipole, for which the exact averages are known in closed form.
